# Series resistance of a tantalum nitride barrier at a via bottom: a program that tests the result

```python
# Result under test: a flat barrier film across a circular via opening has
# series resistance R = rho*t/A, A = pi*d^2/4, about 19 ohm for
# t = 3 nm, rho = 200 microohm cm, d = 20 nm.
# Symbols: rho resistivity, t film thickness, d opening diameter, A area.
# Working units: ohm and nm, so resistivities are in ohm nm.
# Independent road: a resistor network for axisymmetric current flow, which
# does not assume that the current is uniform.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def network_resistance(rho, h):
    """Resistance between bottom and top faces; rho[radial, vertical]."""
    nr, nz = rho.shape
    faces = h * np.arange(nr + 1)
    centres = h * (np.arange(nr) + 0.5)
    ring_area = np.pi * (faces[1:]**2 - faces[:-1]**2)
    half = rho * (h / 2) / ring_area[:, None]
    g_vertical = 1 / (half[:, :-1] + half[:, 1:])
    log_in = np.log(faces[1:-1] / centres[:-1])[:, None]
    log_out = np.log(centres[1:] / faces[1:-1])[:, None]
    g_radial = 2 * np.pi * h / (rho[:-1] * log_in + rho[1:] * log_out)
    index = np.arange(nr * nz).reshape(nr, nz)
    a = np.concatenate([index[:, :-1].ravel(), index[:-1].ravel()])
    b = np.concatenate([index[:, 1:].ravel(), index[1:].ravel()])
    g = np.concatenate([g_vertical.ravel(), g_radial.ravel()])
    n = nr * nz
    diagonal = np.bincount(a, g, n) + np.bincount(b, g, n)
    bottom, top = index[:, 0], index[:, -1]
    diagonal[bottom] += 1 / half[:, 0]
    diagonal[top] += 1 / half[:, -1]
    source = np.zeros(n)
    source[top] = 1 / half[:, -1]
    links = coo_matrix((g, (a, b)), shape=(n, n))
    matrix = (diags(diagonal) - links - links.T).tocsc()
    voltage = spsolve(matrix, source)
    return 1 / np.sum(voltage[bottom] / half[:, 0])


# Inputs
microohm_cm = 1e-6 * 1e7              # one microohm cm in ohm nm
rho_barrier_engineer = 200.0
rho_copper_engineer = 10.0
rho_barrier = rho_barrier_engineer * microohm_cm
rho_copper = rho_copper_engineer * microohm_cm
t, d = 3.0, 20.0

# Headline result
area = np.pi * d**2 / 4
R = rho_barrier * t / area
R_replaced = rho_copper * t / area
R_net = R - R_replaced
column_height = 40.0
R_column = rho_copper * column_height / area
assert round(R) == 19

# Via on a wider copper region, with insulator around the via
h = 0.5
line_size = 40.0                      # radius and thickness of lower copper
insulator = 1e12


def via_on_line(copper_height, film_rho=None):
    film_cells = 0 if film_rho is None else round(t / h)
    line_cells = round(line_size / h)
    via_cells = round(copper_height / h) + film_cells
    rho = np.full((line_cells, line_cells + via_cells), insulator)
    rho[:, :line_cells] = rho_copper
    opening = round(d / 2 / h)
    rho[:opening, line_cells:] = rho_copper
    if film_cells:
        rho[:opening, line_cells:line_cells + film_cells] = film_rho
    return network_resistance(rho, h)


R_with = via_on_line(17.0, rho_barrier)
R_short = via_on_line(17.0)
R_all_copper = via_on_line(20.0)
inserted = R_with - R_short
replacing = R_with - R_all_copper
assert abs(inserted / R - 1) < 0.02
assert abs(replacing / R_net - 1) < 0.02
assert replacing >= R_net * (1 - 1e-6)

# Etched hole of diameter d lined on side and bottom; ideal conducting core


def lined_hole(step):
    rho = np.full((round(d / 2 / step), round(15.0 / step)), rho_barrier)
    rho[:round((d / 2 - t) / step), round(t / step):] = rho_barrier * 1e-6
    return network_resistance(rho, step)


R_lined_coarse = lined_hole(0.25)
R_lined = lined_hole(0.125)
core_diameter = d - 2 * t
R_upper = rho_barrier * t / (np.pi * core_diameter**2 / 4)
assert R < R_lined < R_upper
assert abs(R_lined_coarse / R_lined - 1) < 0.02   # corner singularity

# Ballistic area resistance from the number of transverse modes
density = 85.0                        # electrons per nm^3, rough copper value
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
quantum_resistance = const.h / (2 * const.e**2)
ballistic = quantum_resistance * 4 * np.pi / k_fermi**2
box = 300.0
k_max = int(k_fermi * box / (2 * np.pi)) + 1
k_axis = 2 * np.pi / box * np.arange(-k_max, k_max + 1)
modes = np.count_nonzero(k_axis[:, None]**2 + k_axis**2 < k_fermi**2)
assert abs(quantum_resistance * box**2 / modes / ballistic - 1) < 2e-3

# Mean free path, tested by the Fermi-surface conductivity integral (SI)
free_path = 0.75 * ballistic / rho_barrier
k_si = k_fermi * 1e9
speed = const.hbar * k_si / const.m_e
states = const.m_e * k_si / (np.pi**2 * const.hbar**2)
angular = quad(lambda mu: mu**2, -1, 1)[0] / 2
sigma = const.e**2 * states * speed * free_path * 1e-9 * angular
assert abs(sigma * rho_barrier * 1e-9 - 1) < 1e-8

# Two partly reflecting interfaces, with multiple reflections summed
for trans in (0.3, 0.5, 0.8):
    through = sum(trans**2 * (1 - trans)**(2 * n) for n in range(200))
    assert abs((1 / through - 1) - 2 * (1 / trans - 1)) < 1e-10
transmission = 0.5
R_interface = ballistic / area * (1 / transmission - 1)

# Other sensitivities
temperature_coefficient, warming = 2e-4, 80.0
R_temperature = R * temperature_coefficient * warming
R_narrow = rho_barrier * t / (np.pi * (d - 1)**2 / 4)
rho_high_engineer = 1000.0
R_high = rho_high_engineer * microohm_cm * t / area

print(f"Barrier thickness: {t:.1f} nm")
print(f"Opening diameter: {d:.1f} nm")
print(f"Barrier resistivity: {rho_barrier_engineer:.0f} microohm cm")
print(f"Barrier resistivity, converted: {rho_barrier:.0f} ohm nm")
print(f"Narrow copper resistivity: {rho_copper_engineer:.0f} microohm cm")
print(f"Narrow copper resistivity, converted: {rho_copper:.0f} ohm nm")
print(f"Resistivity times thickness: {rho_barrier * t:.0f} ohm nm^2")
print(f"Opening area: {area:.2f} nm^2")
print(f"Barrier resistance: {R:.2f} ohm")
print(f"Copper replaced by barrier: {R_replaced:.2f} ohm")
print(f"Net increase if copper is replaced: {R_net:.2f} ohm")
print(f"Copper column height for comparison: {column_height:.0f} nm")
print(f"Copper column resistance: {R_column:.2f} ohm")
print(f"Lower copper radius and thickness in solver: {line_size:.0f} nm")
print(f"Solver grid step, via on line: {h:.2f} nm")
print(f"Solver, via 17 nm copper plus barrier: {R_with:.3f} ohm")
print(f"Solver, via 17 nm copper only: {R_short:.3f} ohm")
print(f"Solver, via 20 nm copper only: {R_all_copper:.3f} ohm")
print(f"Solver, increase by inserted barrier: {inserted:.3f} ohm")
print(f"Solver, increase by replacing copper: {replacing:.3f} ohm")
print(f"Excess over uniform-current net value: {replacing - R_net:.4f} ohm")
print(f"Lined hole, core diameter: {core_diameter:.1f} nm")
print(f"Lined hole, upper bound: {R_upper:.2f} ohm")
print(f"Lined hole, grid 0.25 nm: {R_lined_coarse:.2f} ohm")
print(f"Lined hole, grid 0.125 nm: {R_lined:.2f} ohm")
print(f"Lined hole, increase over headline: {R_lined - R:.2f} ohm")
print(f"Electron density, rough: {density:.0f} nm^-3")
print(f"Fermi wave number: {k_fermi:.2f} nm^-1")
print(f"Ballistic area resistance: {ballistic:.0f} ohm nm^2")
print(f"Assumed interface transmission: {transmission:.2f}")
print(f"Extra resistance per interface: {R_interface:.2f} ohm")
print(f"Extra resistance of two interfaces: {2 * R_interface:.2f} ohm")
print(f"Mean free path estimate in barrier: {free_path:.2f} nm")
print(f"Mean free path over thickness: {free_path / t:.2f}")
print(f"Assumed temperature coefficient: {temperature_coefficient:.1e} K^-1")
print(f"Temperature rise in use: {warming:.0f} K")
print(f"Size of temperature change in R: {R_temperature:.2f} ohm")
print(f"Resistance for opening 1 nm narrower: {R_narrow:.2f} ohm")
print(f"More resistive film: {rho_high_engineer:.0f} microohm cm")
print(f"Resistance with that film: {R_high:.1f} ohm")
print("every check passed")
```

It prints:

```
Barrier thickness: 3.0 nm
Opening diameter: 20.0 nm
Barrier resistivity: 200 microohm cm
Barrier resistivity, converted: 2000 ohm nm
Narrow copper resistivity: 10 microohm cm
Narrow copper resistivity, converted: 100 ohm nm
Resistivity times thickness: 6000 ohm nm^2
Opening area: 314.16 nm^2
Barrier resistance: 19.10 ohm
Copper replaced by barrier: 0.95 ohm
Net increase if copper is replaced: 18.14 ohm
Copper column height for comparison: 40 nm
Copper column resistance: 12.73 ohm
Lower copper radius and thickness in solver: 40 nm
Solver grid step, via on line: 0.50 nm
Solver, via 17 nm copper plus barrier: 27.135 ohm
Solver, via 17 nm copper only: 7.970 ohm
Solver, via 20 nm copper only: 8.925 ohm
Solver, increase by inserted barrier: 19.165 ohm
Solver, increase by replacing copper: 18.210 ohm
Excess over uniform-current net value: 0.0660 ohm
Lined hole, core diameter: 14.0 nm
Lined hole, upper bound: 38.98 ohm
Lined hole, grid 0.25 nm: 22.69 ohm
Lined hole, grid 0.125 nm: 22.65 ohm
Lined hole, increase over headline: 3.55 ohm
Electron density, rough: 85 nm^-3
Fermi wave number: 13.60 nm^-1
Ballistic area resistance: 877 ohm nm^2
Assumed interface transmission: 0.50
Extra resistance per interface: 2.79 ohm
Extra resistance of two interfaces: 5.58 ohm
Mean free path estimate in barrier: 0.33 nm
Mean free path over thickness: 0.11
Assumed temperature coefficient: 2.0e-04 K^-1
Temperature rise in use: 80 K
Size of temperature change in R: 0.31 ohm
Resistance for opening 1 nm narrower: 21.16 ohm
More resistive film: 1000 microohm cm
Resistance with that film: 95.5 ohm
every check passed
```
